**Neutrality level of coupled ionic chains on a metal**

Chains with site energies ±D and hopping t, joined by an equal transverse hopping ty on both sublattices, have the branch energy 2 ty cos(ky b), where b is the chain spacing. The common neutrality level is the zero of the charge averaged over the surface zone; G is the level width that the metal gives to each end site. The program asserts the cosine law against transfer matrices of six coupled chains, and the absolute gap against diagonalization of a closed lattice. It also asserts the charge formulas against the complex levels of a contacted slab and against integrated site occupations. For D = 1.5 eV, t = 1.4 eV, ty = 0.18 eV and G = 4 eV, the branch energies spread over 0.72 eV, while the level for an A face and a B face together stays at zero to rounding error. A single A face has its level at +0.209 eV, which is 15.7 meV below the plain zone mean of its chain levels. Unequal transverse hoppings or a ky-dependent metal coupling move the two-face level by about 15 to 20 meV in the cases computed.

## Check in Python

```python
"""
Neutrality level of coupled ionic chains in contact with a metal.

Result under test: identical chains (site energies +D on A, -D on B, hopping t)
joined by the same transverse hopping ty on both sublattices have the branch
energy 2*ty*cos(ky*b). The common neutrality level is the zero of the charge
averaged over the surface zone. For an A face and a B face together it is the
mean branch energy; for one face the mean holds only to first order.

Symbols: G = level width given by a wide-band metal to each end site,
a = period along the chain, b = chain spacing, kappa = decay constant.
Energies in eV, lengths in nm; charges are electrons per spin and per chain
unless stated otherwise. Zero of energy = branch energy of a single chain.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

D, t, ty, G = 1.5, 1.4, 0.18, 4.0
a, b = 0.55, 0.39
eps_r = 11.0            # rough static permittivity
temperature = 300.0     # K
kT = const.k * temperature / const.e


def ring(m):
    """Neighbour matrix of a closed ring; one site has no neighbour."""
    if m == 1:
        return np.zeros((1, 1))
    one = np.eye(m)
    return np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)


def end_green(E, gap_half=D):
    """Magnitude of the end Green function of an A-ended half chain."""
    P = gap_half**2 - E**2
    return (np.sqrt(P * (P + 4*t*t)) - P) / (2*t*t*(gap_half - E))


def face_A(E, gap_half=D, width=G):
    """Excess electrons at a contacted A face."""
    return np.arctan(width * end_green(E, gap_half) / 2) / np.pi - 0.25


def pair(E, gap_half=D, width=G):
    """Excess electrons at an A face and a B face together."""
    return face_A(E, gap_half, width) - face_A(-E, gap_half, width)


def zone_level(charge, shift, **kw):
    """Fermi level at which the zone-averaged charge vanishes."""
    return brentq(lambda E: np.mean(charge(E - shift, **kw)),
                  -0.9, 0.9, xtol=1e-13)


def slab_poles(n_sites, m, tA, tB, width_mod=0.0):
    """Complex levels of m coupled chains with both faces on the metal."""
    sign = np.where(np.arange(n_sites) % 2 == 0, 1.0, -1.0)
    hop = t * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
    trans = np.where(sign > 0, tA, tB)
    H = np.kron(np.diag(D*sign) + hop, np.eye(m)).astype(complex)
    H += np.kron(np.diag(trans), ring(m))
    ends = np.zeros(n_sites)
    ends[[0, -1]] = 1.0
    width = G * (np.eye(m) + 0.5*width_mod*ring(m))
    H += np.kron(np.diag(ends), -0.5j*width)
    return np.linalg.eigvals(H)


def slab_excess(E, poles):
    """Electrons in the slab below E minus the half-filled number."""
    return np.sum(1 - np.angle(E - poles)/np.pi) - len(poles)/2


# --- branch energies from the transfer matrix of the coupled lattice ---
M = 6
ky_ring = 2*np.pi*np.arange(M)/M


def decay_per_cell(E, phase):
    one, zero = np.eye(M), np.zeros((M, M))
    T = np.eye(2*M)
    for onsite in (D, -D):
        layer = onsite*one + ty*ring(M)
        T = np.block([[(E*one - layer)/t, -one], [one, zero]]) @ T
    wave = np.exp(1j*phase*np.arange(M))[:, None]/np.sqrt(M)
    U = np.kron(np.eye(2), wave)
    return np.log(np.max(np.abs(np.linalg.eigvals(U.conj().T @ T @ U))))


kappa_a = 2*np.arcsinh(D/(2*t))
branch_found = []
for phase in ky_ring:
    best = minimize_scalar(lambda E: -decay_per_cell(E, phase),
                           bounds=(-1.0, 1.1), method="bounded",
                           options={"xatol": 1e-9})
    branch_found.append(best.x)
    assert abs(-best.fun - kappa_a) < 1e-8
branch_error = np.max(np.abs(np.array(branch_found) - 2*ty*np.cos(ky_ring)))
assert branch_error < 1e-5      # a flat maximum limits the accuracy


# --- absolute gap from a closed lattice ---
def lattice_gap(t_y, t_z, nz):
    nx, ny = 8, 4
    chain = np.diag(D*(-1.0)**np.arange(nx)) + t*ring(nx)
    H = np.kron(chain, np.eye(ny*nz))
    across = np.kron(t_y*ring(ny), np.eye(nz)) + np.kron(np.eye(ny), t_z*ring(nz))
    levels = np.linalg.eigvalsh(H + np.kron(np.eye(nx), across))
    half = len(levels)//2
    return levels[half] - levels[half - 1]


gap_2d = lattice_gap(ty, 0.0, 1)
gap_3d = lattice_gap(ty, ty, 4)
assert abs(gap_2d - (2*D - 4*ty)) < 1e-10
assert abs(gap_3d - (2*D - 8*ty)) < 1e-10

# --- charge of the contacted slab against the end-function formula ---
poles = slab_poles(40, M, ty, ty)
for E in (-0.3, 0.0, 0.2, 2*ty):
    formula = np.sum(pair(E - 2*ty*np.cos(ky_ring)))
    assert abs(slab_excess(E, poles) - formula) < 1e-8
level_slab = brentq(lambda E: slab_excess(E, poles), -0.8, 0.7, xtol=1e-13)
assert abs(level_slab) < 1e-8

ky = 2*np.pi*np.arange(240)/240
shift = 2*ty*np.cos(ky)
level_pair = zone_level(pair, shift)
assert abs(level_pair - np.mean(shift)) < 1e-10


# --- one face: site occupations by integration up the imaginary axis ---
def face_charge_from_sites(E, width):
    n, flat = 120, 20
    H = np.diag(D*(-1.0)**np.arange(n)).astype(complex)
    H += t*(np.eye(n, k=1) + np.eye(n, k=-1))
    H[0, 0] -= 0.5j*width
    H[-1, -1] -= 0.5j*width
    u, w = np.polynomial.legendre.leggauss(100)
    y, dy = (1 + u)/(1 - u), 2*w/(1 - u)**2
    excess = np.zeros(n)
    for yi, wi in zip(y, dy):
        green = np.linalg.inv((E + 1j*yi)*np.eye(n) - H)
        excess += wi*np.diag(green).real/np.pi
    ramp = np.clip((np.arange(n) - flat)/(n - 2*flat), 0, 1)
    return np.sum(np.cos(np.pi*ramp/2)**2 * excess)


bare_end = face_charge_from_sites(0.0, 0.0)
assert abs(bare_end + 0.25) < 1e-5
for E in (-0.4, 0.1, 0.5):
    assert abs(face_charge_from_sites(E, G) - face_A(E)) < 1e-5

level_A = brentq(face_A, -0.9, 0.9, xtol=1e-13)
h = 1e-3
slope = (face_A(level_A + h) - face_A(level_A - h))/(2*h)
curve = (face_A(level_A + h) - 2*face_A(level_A) + face_A(level_A - h))/h**2
level_A_zone = zone_level(face_A, shift)
shift_A = level_A_zone - level_A
shift_A_formula = -ty**2*curve/slope
assert abs(shift_A/shift_A_formula - 1) < 0.1
small = zone_level(face_A, shift/4) - level_A
assert abs(small/(shift_A_formula/16) - 1) < 0.01

# --- unequal transverse hoppings and a ky-dependent metal coupling ---
tA, tB, width_mod = 0.24, 0.12, 0.5


def uneven(angles, d_hop, mod):
    return dict(gap_half=D + d_hop*np.cos(angles), width=G*(1 + mod*np.cos(angles)))


poles_uneven = slab_poles(40, M, tA, tB, width_mod)
level_uneven = brentq(lambda E: slab_excess(E, poles_uneven), -0.7, 0.7, xtol=1e-13)
level_uneven_formula = zone_level(pair, (tA + tB)*np.cos(ky_ring),
                                  **uneven(ky_ring, tA - tB, width_mod))
assert abs(level_uneven - level_uneven_formula) < 1e-8

level_hop = zone_level(pair, (tA + tB)*np.cos(ky), **uneven(ky, tA - tB, 0.0))
kw = uneven(ky, tA - tB, 0.0)
density = (pair(h, **kw) - pair(-h, **kw))/(2*h)
level_weighted = np.sum(density*(tA + tB)*np.cos(ky))/np.sum(density)
assert abs(level_hop/level_weighted - 1) < 0.2   # leading order only
level_width = zone_level(pair, shift, **uneven(ky, 0.0, width_mod))

# --- second-neighbour hopping along the chain ---
t2 = 0.10


def complex_cosine(E):
    """cos(k*a) on the evanescent branch."""
    return np.min(np.roots([4*t2**2, -(4*t2*E + 2*t*t), E*E - D*D - 2*t*t]).real)


c = np.linspace(-1, 1, 4001)
root = np.sqrt(D*D + 2*t*t*(1 + c))
midgap = 0.5*(np.min(2*t2*c + root) + np.max(2*t2*c - root))
branch_t2 = minimize_scalar(complex_cosine, bounds=(-1.2, 0.8), method="bounded",
                            options={"xatol": 1e-9}).x
offset_t2 = branch_t2 - midgap
assert abs(offset_t2 + t2*D*D/t**2) < 1e-5

# --- temperature for one face ---
s = np.linspace(-30, 30, 2001)
thermal = (s[1] - s[0])/(4*np.cosh(s/2)**2)
level_warm = brentq(lambda E: np.sum(thermal*face_A(E + kT*s)), 0.0, 0.6, xtol=1e-13)
shift_warm = level_warm - level_A
assert abs(shift_warm/(-(np.pi*kT)**2/6*curve/slope) - 1) < 0.05

# --- engineering numbers: two spins, mean of the A and B faces ---
cells_cm2 = 1/(b*1e-7)**2
pair_zone_slope = np.mean(pair(h - shift) - pair(-h - shift))/(2*h)
state_density = pair_zone_slope*cells_cm2
wrong_excess = np.mean(pair(2*ty - shift))
assert wrong_excess > 0.01
wrong_electrons = wrong_excess*cells_cm2
wrong_charge = -const.e*wrong_electrons*1e6
decay_nm = a/(2*kappa_a)
drop = abs(wrong_charge)*1e-2*decay_nm*1e-9/(eps_r*const.epsilon_0)

print(f"half gap of one chain D              {D:.2f} eV")
print(f"hopping along chain t                {t:.2f} eV")
print(f"transverse hopping ty                {ty:.2f} eV")
print(f"metal level width G                  {G:.2f} eV")
print(f"chain period a, spacing b            {a:.2f}, {b:.2f} nm")
print(f"absolute gap                         {gap_2d:.3f} eV")
print(f"absolute gap edges                   +/- {gap_2d/2:.3f} eV")
print(f"largest kappa                        {kappa_a/a:.3f} 1/nm")
print(f"density decay length 1/(2 kappa)     {decay_nm:.3f} nm")
for phase, energy in zip(ky_ring[:4], branch_found[:4]):
    print(f"branch energy at ky*b = {np.degrees(phase):5.1f} deg   {energy:+.4f} eV")
print(f"largest error of cosine law          {branch_error:.1e} eV")
print(f"spread of branch energies            {np.ptp(shift):.3f} eV")
print(f"common level, two faces, slab        {abs(level_slab):.1e} eV (magnitude)")
print(f"bare A-end excess, per spin          {bare_end:+.5f} electrons")
print(f"A-face level, one chain              {level_A:+.4f} eV")
print(f"B-face level, one chain              {-level_A:+.4f} eV")
print(f"A-face level, coupled chains         {level_A_zone:+.4f} eV")
print(f"A-face shift from plain mean         {1e3*shift_A:+.2f} meV")
print(f"same shift, second-order formula     {1e3*shift_A_formula:+.2f} meV")
print(f"gap-state density per face           {state_density:.3e} 1/(eV cm2)")
print("If the Fermi level sat at the ky = 0 branch energy:")
print(f"  excess electrons per face          {wrong_electrons:.3e} 1/cm2")
print(f"  charge per face                    {wrong_charge:+.2f} uC/cm2")
print(f"  relative permittivity (rough)      {eps_r:.0f}")
print(f"  potential drop over decay length   {drop:.3f} V")
print("Effects outside the basic model:")
print(f"  unequal ty on A, B                 {tA:.2f}, {tB:.2f} eV")
print(f"  two-face level then                {1e3*level_hop:+.2f} meV")
print(f"  density-weighted mean              {1e3*level_weighted:+.2f} meV")
print(f"  relative modulation of G with ky   {width_mod:.2f}")
print(f"  two-face level then                {1e3*level_width:+.2f} meV")
print(f"  second-neighbour hopping in chain  {t2:.2f} eV")
print(f"  branch energy from midgap then     {offset_t2:+.4f} eV")
print(f"  absolute gap with tz = ty          {gap_3d:.3f} eV")
print(f"  temperature, kT                    {temperature:.0f} K, {1e3*kT:.2f} meV")
print(f"  thermal shift of A-face level      {1e3*shift_warm:+.3f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
half gap of one chain D              1.50 eV
hopping along chain t                1.40 eV
transverse hopping ty                0.18 eV
metal level width G                  4.00 eV
chain period a, spacing b            0.55, 0.39 nm
absolute gap                         2.280 eV
absolute gap edges                   +/- 1.140 eV
largest kappa                        1.865 1/nm
density decay length 1/(2 kappa)     0.268 nm
branch energy at ky*b =   0.0 deg   +0.3600 eV
branch energy at ky*b =  60.0 deg   +0.1800 eV
branch energy at ky*b = 120.0 deg   -0.1800 eV
branch energy at ky*b = 180.0 deg   -0.3600 eV
largest error of cosine law          4.1e-08 eV
spread of branch energies            0.720 eV
common level, two faces, slab        4.9e-15 eV (magnitude)
bare A-end excess, per spin          -0.25000 electrons
A-face level, one chain              +0.2247 eV
B-face level, one chain              -0.2247 eV
A-face level, coupled chains         +0.2090 eV
A-face shift from plain mean         -15.72 meV
same shift, second-order formula     -15.90 meV
gap-state density per face           1.404e+14 1/(eV cm2)
If the Fermi level sat at the ky = 0 branch energy:
  excess electrons per face          5.120e+13 1/cm2
  charge per face                    -8.20 uC/cm2
  relative permittivity (rough)      11
  potential drop over decay length   0.226 V
Effects outside the basic model:
  unequal ty on A, B                 0.24, 0.12 eV
  two-face level then                -15.48 meV
  density-weighted mean              -15.47 meV
  relative modulation of G with ky   0.50
  two-face level then                +20.45 meV
  second-neighbour hopping in chain  0.10 eV
  branch energy from midgap then     -0.1148 eV
  absolute gap with tz = ty          1.560 eV
  temperature, kT                    300 K, 25.85 meV
  thermal shift of A-face level      -0.539 meV
ALL CHECKS PASSED
```
